\section*{Comment on ranking dielectrics by their field acceleration}

\section{The argument under comment}

The argument concerns two insulating films, A and B, considered for the space between neighbouring copper lines. Test structures of both were held at a stress field $E_s=5$ MV/cm and a temperature of 378 K. Both gave the same characteristic lifetime, $t_s=10^4$ s, the time by which 63.2\% of the structures had broken down. Tests at nearby fields gave a field acceleration of 5 cm/MV for A and 3 cm/MV for B. The author then reasons:

\begin{quote}
The lifetime of B depends less strongly on the field. B is therefore the more robust material. Since the two are equal under stress, B will be the more reliable in operation.
\end{quote}

The first sentence is correct for fields near $E_s$, where the slopes were measured. The question is whether the last one follows. In operation the lines are 20 nm apart and carry a voltage difference of 1 V, so the operating field is
\begin{equation}
E_o=\frac{1\ \mathrm{V}}{20\ \mathrm{nm}}=0.05\ \mathrm{V/nm}=0.5\ \mathrm{MV/cm},
\end{equation}
ten times smaller than the stress field. All parameters here are chosen round values, not measurements on a particular film.

\section{From the acceleration to the operating lifetime}

Let $t(E)$ be the characteristic lifetime at constant field $E$. The field acceleration is
\begin{equation}
\gamma=-\frac{d\ln t}{dE}. \label{def}
\end{equation}
The minus sign makes $\gamma$ positive when a larger field shortens life. The linear-field model, or E model, takes $\gamma$ to be independent of field. I adopt it first, as the argument does, and assume that it holds for both films from $E_s$ down to $E_o$. Temperature, test structure and failed fraction are held the same.

Integrating \eqref{def} from $E_o$ up to $E_s$ gives
\begin{align}
\int_{E_o}^{E_s}\frac{d\ln t}{dE}\,dE&=-\gamma\int_{E_o}^{E_s}dE,\\
\ln t(E_s)-\ln t(E_o)&=-\gamma(E_s-E_o).
\end{align}
With $t(E_s)=t_s$, rearranging and exponentiating give
\begin{equation}
t(E_o)=t_s\,e^{\gamma(E_s-E_o)}. \label{emodel}
\end{equation}
The exponent is positive because $E_o<E_s$. The acceleration is thus the logarithmic lifetime gained per unit of field removed. Writing \eqref{emodel} for each film and dividing cancels the common $t_s$:
\begin{equation}
\frac{t_A(E_o)}{t_B(E_o)}=e^{(\gamma_A-\gamma_B)(E_s-E_o)}. \label{ratio}
\end{equation}
For $\gamma_A>\gamma_B$ this exceeds one. The film with the smaller acceleration has the shorter operating life, so the author's conclusion has the wrong sign.

For the stated films $E_s-E_o=4.5$ MV/cm, and
\begin{align}
t_A(E_o)&=10^4\,e^{5\times4.5}\ \mathrm{s}=10^4\,e^{22.5}\ \mathrm{s}\approx1.9\times10^6\ \text{years},\\
t_B(E_o)&=10^4\,e^{3\times4.5}\ \mathrm{s}=10^4\,e^{13.5}\ \mathrm{s}\approx230\ \text{years}.
\end{align}
Their ratio is $e^{9}\approx8100$. These are characteristic lifetimes of a test structure, not yet of a product.

\section{Where the reasoning slips}

Weak sensitivity works in both directions. If the field is raised from $E_s$ to 6 MV/cm, \eqref{ratio} with $E_o$ replaced by 6 MV/cm gives $t_A/t_B=e^{-2}\approx0.14$. B then lives about seven times longer, as the author's intuition suggests. But operation lies on the other side of the point where the lifetimes are equal. There, weak sensitivity means that B gains less than A from the relief.

The intuition would be right with a different starting point. Write the linear law as $\ln t=\ln t_0-\gamma E$, where $t_0$ is the lifetime extrapolated to zero field. If the films had equal $t_0$, subtraction would give
\begin{equation}
\ln\frac{t_B(E)}{t_A(E)}=(\gamma_A-\gamma_B)E>0,
\end{equation}
and the smaller acceleration would win at every positive field. The data say something else. Equality at $E_s$ requires
\begin{align}
\ln t_{0,A}-\gamma_AE_s&=\ln t_{0,B}-\gamma_BE_s,\\
\ln\frac{t_{0,A}}{t_{0,B}}&=(\gamma_A-\gamma_B)E_s=10.
\end{align}
Film A must start from a much longer zero-field lifetime in order to fall to the same value at 5 MV/cm. The argument compares slopes as if the intercepts were equal, whereas the measurement fixed the lines at their high-field end.

\section{A bond-breaking picture}

A simple mechanism shows the same thing in terms of energies. It illustrates how a linear law can arise; it does not prove that a given film obeys one. For many bonds it gives a nearly sharp breakdown time, which I identify with the characteristic lifetime; it does not explain the scatter between structures. Suppose that bonds break independently at the rate
\begin{equation}
k=\nu\exp\left[-\frac{H-pE}{k_BT}\right],
\end{equation}
where $\nu$ is an attempt frequency, $H$ the zero-field barrier and $p$ an effective dipole through which the field lowers the barrier. The broken fraction $n$ obeys $dn/dt=k(1-n)$ with $n(0)=0$, so $n=1-e^{-kt}$. If breakdown occurs when $n$ reaches a critical value $f$, then $e^{-kt}=1-f$ and
\begin{equation}
t=\frac{-\ln(1-f)}{k}=\frac{-\ln(1-f)}{\nu}\exp\left[\frac{H-pE}{k_BT}\right]. \label{kin}
\end{equation}
Differentiating the logarithm gives $\gamma=p/(k_BT)$. Both the lifetime and the acceleration therefore depend on temperature, so the two films must be compared at the same one.

Take $\nu=10^{13}\ \mathrm{s^{-1}}$ and $f=0.01$ for both films. At 378 K, $k_BT=0.03257$ eV. Solving \eqref{kin} for the barrier that remains at the stress field gives
\begin{equation}
H-pE_s=k_BT\ln\frac{\nu t_s}{-\ln(1-f)}=1.425\ \mathrm{eV},
\end{equation}
the same for both. Since 1 cm/MV equals 10 nm/V, the dipoles are $p_A=50\times0.03257=1.63$ and $p_B=30\times0.03257=0.98$, in units of $e\,$nm. Adding back $pE_s$, with $E_s=0.5$ V/nm, gives $H_A=2.24$ eV and $H_B=1.91$ eV. In this picture A has the stronger bonds, and the stress field lowers their barrier by more. Removing most of the field restores more of the barrier in A than in B.

These dipoles are fitted quantities. One elementary charge displaced by a bond length of roughly 0.16 nm would give only about a tenth of $p_A$, so $p$ should not be read as the bare dipole of a single bond.

\section{Unequal lifetimes under stress}

Equal stress lifetimes are a special case. Let B live $R$ times longer than A at $E_s$. The two logarithmic lifetimes then differ by
\begin{equation}
\ln\frac{t_A(E)}{t_B(E)}=(\gamma_A-\gamma_B)(E_s-E)-\ln R.
\end{equation}
Setting this to zero gives the field at which the lines cross,
\begin{equation}
E_\times=E_s-\frac{\ln R}{\gamma_A-\gamma_B}.
\end{equation}
Below $E_\times$ film A lives longer, and above it film B does. For $R=100$, $E_\times=5-4.605/2\approx2.7$ MV/cm. A hundredfold lead for B under stress is lost well before the operating field is reached. To win at 0.5 MV/cm, B would need $R>e^9\approx8100$. Neither the slope nor the stress lifetime ranks the films alone; the two must be combined at the field of use.

\section{If the linear law does not hold}

The extrapolation covers 4.5 MV/cm, and the result depends on the law used to cross it. Three alternatives are
\begin{align}
\ln t&=c-b\sqrt E, & \gamma(E)&=\frac{b}{2\sqrt E},\\
\ln t&=c-q\ln E, & \gamma(E)&=\frac{q}{E},\\
\ln t&=c+\frac{G}{E}, & \gamma(E)&=\frac{G}{E^2}.
\end{align}
The second is a power law, with $E$ in its logarithm measured in a fixed unit. With $\gamma_s$ the acceleration measured at $E_s$, all three and the linear law have the form
\begin{equation}
\gamma(E)=\gamma_s\left(\frac{E_s}{E}\right)^m,
\end{equation}
with $m=0$ for the linear law and $m=\tfrac12,1,2$ for the others in order. The logarithmic gain on going down to $E_o$ is
\begin{equation}
L_m=\int_{E_o}^{E_s}\gamma(E)\,dE=\gamma_sE_s^m\,\frac{E_s^{1-m}-E_o^{1-m}}{1-m}\quad(m\neq1), \label{gain}
\end{equation}
and $L_1=\gamma_sE_s\ln(E_s/E_o)$.

If both films follow the same one of these four laws, $L_m$ is $\gamma_s$ times a common positive factor. The film with the smaller measured acceleration again gains less, and the ordering stands. The sizes change greatly. For A and B the gains are 22.5 and 13.5 with the linear law, 34.2 and 20.5 with the square-root law, 57.6 and 34.5 with the power law, and 225 and 135 with the $1/E$ law. Since $(E_s/E)^m$ grows with $m$ below $E_s$, the linear law gives the shortest life of the four when the slopes are matched at $E_s$. As $E_o\to0$ the gain stays finite for $m<1$ and diverges for $m\ge1$, so the choice of law matters more the further one extrapolates.

The common factor requires the same $m$ for both films. A law with two field terms, such as $\ln t=c+a/E-b\sqrt E$, can weigh them differently in the two films, and the ordering is then not guaranteed.

If the films follow different laws, the ordering can also reverse. Let A obey the linear law, with a gain of 22.5, and B the power law, with a gain of 34.5. B then outlives A by $e^{12}$, although its measured slope at $E_s$ is smaller. Keeping A linear and solving $L_m=22.5$ numerically for B places the reversal at $m\approx0.60$, just beyond the square-root law. The author could defend the conclusion on this ground, but would need evidence that the field dependences of the two films differ enough to reverse the order. The slopes at high field do not supply it.

\section{From a test structure to a product}

A product contains far more line length than a test structure, and far fewer failures are tolerated. Let a structure survive to time $t$ with the Weibull probability $\exp[-(t/t_{63})^\beta]$, where $t_{63}$ is the characteristic lifetime used above. Treat the product as $M$ such structures that fail independently, the first failure being fatal. The survival probabilities multiply. If a fraction $F$ of products may fail,
\begin{align}
\exp\left[-M\left(\frac{t}{t_{63}}\right)^\beta\right]&=1-F,\\
t&=t_{63}\left[\frac{-\ln(1-F)}{M}\right]^{1/\beta}. \label{scale}
\end{align}
For $M=1000$, $F=10^{-4}$ and $\beta=1.5$ at all fields, the factor multiplying $t_{63}$ is $(10^{-7})^{2/3}\approx2.2\times10^{-5}$. The product lifetimes become
\begin{equation}
t_A\approx40\ \text{years},\qquad t_B\approx1.8\ \text{days}.
\end{equation}
The ratio is unchanged, but its consequence is now plain. Against a target of ten years A passes and B fails, although no difference was seen at 5 MV/cm. Setting the product lifetime equal to the target $t_{\rm target}$ and solving for the acceleration gives
\begin{equation}
\gamma_{\rm min}=\frac{1}{E_s-E_o}\ln\frac{t_{\rm target}}{t_s\,[-\ln(1-F)/M]^{1/\beta}}\approx4.7\ \mathrm{cm/MV}.
\end{equation}
Under the linear law, with this stress lifetime and these product conditions, the acceleration has a lower limit, not an upper one.

The cancellation in the ratio needs equal $\beta$. If A has shape $\beta_A$ and B keeps $\beta$, the logarithm of \eqref{scale} gives the product ratio
\begin{equation}
\ln\frac{t_A}{t_B}=9-\left(\frac1{\beta_A}-\frac1\beta\right)\ln\frac{M}{-\ln(1-F)}.
\end{equation}
The last logarithm is 16.1. The right side vanishes at $1/\beta_A=1/1.5+9/16.1$, or $\beta_A\approx0.82$. A film whose failures were spread that widely would lose its advantage, so the shapes must be reported with the accelerations.

\section{How well is the slope known?}

A long extrapolation magnifies errors in the slope. Suppose each film is tested at $n=5$ fields, $E_i=4.6,4.8,\dots,5.4$ MV/cm, with 30 structures at each. For known $\beta$, $(t/t_{63})^\beta$ is exponentially distributed with unit mean, and $t_{63}^\beta$ is estimated by the sample mean of $t^\beta$. The relative scatter of a mean of 30 such values is $1/\sqrt{30}$, so to leading order $\ln t_{63}$ has the scatter $\sigma\approx1/(1.5\sqrt{30})=0.122$. The full distribution of the mean gives 0.123.

A least-squares line through the values $y_i=\ln t_{63}(E_i)$ predicts $\bar y+s(E_o-\bar E)$, where bars denote averages and
\begin{equation}
s=\frac{1}{S}\sum_i(E_i-\bar E)\,y_i,\qquad S=\sum_i(E_i-\bar E)^2.
\end{equation}
For independent $y_i$ of variance $\sigma^2$, the variance of $\bar y$ is $\sigma^2/n$ and that of $s$ is $\sigma^2/S$. Their covariance is proportional to $\sum_i(E_i-\bar E)=0$. The standard error of the predicted logarithm is therefore
\begin{equation}
\delta=\sigma\sqrt{\frac1n+\frac{(E_o-\bar E)^2}{S}}
=0.123\sqrt{\frac15+\frac{4.5^2}{0.40}}\approx0.88.
\end{equation}
Nearly all of it comes from the slope. For the difference between two independently tested films the variances add, giving $\sqrt2\,\delta\approx1.24$. The predicted difference of 9 is about seven times this, so within the linear model, with a known common $\beta$, the ordering is secure. The pass of A is less so. One standard error is a factor of 2.4 in lifetime, and the margin $\ln(40/10)\approx1.4$ is only about 1.6 standard errors. Even this takes $\beta$ as known. If a common $\beta$ is estimated from the same 150 structures of film A, its error enters through the scaling to the product, and the margin falls to about 1.25 standard errors. If $\beta$ is estimated separately for each film, the standard error of the logarithmic product ratio rises to about 1.6, and the difference of 9 is still more than five times this. With the other inputs unchanged, a $\beta$ below about 1.33 would by itself bring A under ten years.

\section{What low sensitivity does buy}

The author's first sentence has a valid use. Suppose the product gap is 10\% narrower than the nominal 20 nm while the voltage stays at 1 V. The field rises from 0.500 to 0.556 MV/cm, and the lifetimes are multiplied by
\begin{equation}
e^{-5\times0.0556}\approx0.76\ \text{(A)},\qquad e^{-3\times0.0556}\approx0.85\ \text{(B)}.
\end{equation}
Under the linear law, B loses the smaller fraction of its life. But this is a saving of some ten per cent on a lifetime already shorter by a factor of 8100.

Self-heating acts similarly. If the product runs 5 K hotter than the test, \eqref{kin} with fixed $H$, $p$, $\nu$ and $f$ multiplies the lifetimes at $E_o$ by 0.42 for A and 0.47 for B. A loses more because its remaining barrier is higher, yet the ratio is still about 7200. Together, the narrower gap and the heating reduce the 40 years of A to about $40\times0.76\times0.42\approx13$ years. The heating factors rest on barriers inferred from the chosen $\nu$ and $f$; for a real film a measured temperature dependence should replace them.

\section{Relation to real interconnects, and the revision needed}

The parameters lie in the rough regime of low-permittivity insulators between closely spaced copper lines: gaps of tens of nanometres, about one volt, stress fields of several MV/cm and accelerations of a few cm/MV. Three assumptions carry the result far beyond the tests: the linear law over a tenfold range of field, a shape $\beta$ that stays the same over that range, and the Weibull law down to a failed fraction of about $10^{-7}$ per structure. Replacing the linear law by the square-root law for both films raises the gain of A from 22.5 to 34.2, a factor of about $10^5$ in lifetime. Real gaps also vary along a line, and copper drift and moisture can add failure paths that this model omits. The 40 years is thus a result of the model and its inputs, not a forecast for a device.

The conclusion should be withdrawn. In its place the author should give, for each film, the lifetime extrapolated to 0.5 MV/cm at the product's temperature, size and failed fraction, with its standard error and the field law assumed. The accelerations belong in that calculation as inputs; they are not a figure of merit.
